# Constrained-RPA interactions and double counting for a two-orbital active space

## Definitions and conventions

Hartree atomic units are used. The system is closed-shell, at zero temperature, with real orbitals \(\phi_i\) and energies \(\varepsilon_i\). These are eigenorbitals of a mean-field Hamiltonian

\[
h^{\rm MF}=h_0+V_{\rm H}+v_{xc},
\]

where \(v_{xc}\) may be local or may contain exchange. The active space \(A\) is spanned by some of these eigenorbitals, occupied and empty; for a defect they would be the localized levels in the gap. All other orbitals form the rest, \(R\).

Write \(\rho_{ia}=\phi_i\phi_a\) and \(\Delta_{ai}=\varepsilon_a-\varepsilon_i\) for an occupied \(i\) and an empty \(a\). The spin-summed polarisation of the random-phase approximation (RPA) is

\[
P(\omega)=\sum_{i}^{\rm occ}\sum_{a}^{\rm empty}
\frac{4\Delta_{ai}}{\omega^2-\Delta_{ai}^2}\,|\rho_{ia})(\rho_{ia}| .
\]

The factor 4 is 2 for spin times 2 from joining the resonant and antiresonant terms. In time-ordered quantities each \(\Delta_{ai}\) carries \(-i\eta\). The notation \((ij|W|kl)\) means the interaction \(W\) between the densities \(\phi_i\phi_j\) and \(\phi_k\phi_l\).

## Removing the in-space polarisation

Split \(P=P^A+P^R\), where \(P^A\) contains the transitions with both ends in \(A\). Transitions between \(A\) and \(R\) belong to \(P^R\). The full and the constrained screened interactions obey

\[
W=v+vPW,\qquad W^R=v+vP^RW^R .
\]

In inverse form these are \(W^{-1}=v^{-1}-P\) and \((W^R)^{-1}=v^{-1}-P^R\). Their difference is \(W^{-1}=(W^R)^{-1}-P^A\). Multiplication by \(W^R\) from the left and by \(W\) from the right gives

\[
W=W^R+W^RP^AW .
\]

Thus \(W^R\) is the interaction which, screened once more by the active electrons, gives the full RPA interaction. If the mixed transitions \(P^{\rm mix}\) were removed from \(P^R\) too, the second stage would produce the inverse \(W^{-1}+P^{\rm mix}\), and their screening would be lost.

## The active Hamiltonian and its one-body part

The active Hamiltonian uses the static constrained interaction:

\[
H_A=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+\frac12\sum_{ijkl\sigma\sigma'}(ij|W^R(0)|kl)\,
c^\dagger_{i\sigma}c^\dagger_{k\sigma'}c_{l\sigma'}c_{j\sigma}.
\]

The mean field already contains interactions among active electrons. These must be taken out of \(t\), since \(H_A\) will treat them explicitly.

**HF-like subtraction.** The Hartree and exchange terms of \(H_A\) are

\[
V^{\rm dc}_{ij}=2\sum_{k}^{{\rm occ}\in A}(ij|W^R(0)|kk),\qquad
\Sigma^{\rm dc}_{x,ij}=-\sum_{k}^{{\rm occ}\in A}(ik|W^R(0)|kj),
\]

and one sets

\[
t^{\rm HF}=h^{\rm MF}-V^{\rm dc}-\Sigma_x^{\rm dc}.
\]

This presumes that \(h^{\rm MF}\) contains just these terms.

**G0W0 subtraction.** Here \(t\) is fixed by a matching condition: \(H_A\), treated in G0W0 with the same mean-field Green function \(G_0\), must return the G0W0 levels of the full system. Off-diagonal elements of \(\Sigma-v_{xc}\) between \(A\) and \(R\) are neglected. In the active block the two inverse Green functions are

\[
\omega-h^{\rm MF}+v_{xc}-\Sigma(\omega),\qquad
\omega-t-V^{\rm dc}-\Sigma^{\rm dc}(\omega).
\]

Equating them gives

\[
t^{GW}=h^{\rm MF}-v_{xc}+\Sigma-V^{\rm dc}-\Sigma^{\rm dc}.
\]

The self-energy \(\Sigma^{\rm dc}=\Sigma_x^{\rm dc}+\Sigma_c^{\rm dc}\) is that of \(H_A\) itself, so its screened interaction is

\[
\widetilde W(\omega)=W^R(0)+W^R(0)P^A(\omega)\widetilde W(\omega).
\]

A Hamiltonian needs a static \(t\), so both self-energies are taken at the mean-field energies; an off-diagonal element is averaged over its two energies. Because \(\Sigma-\Sigma^{\rm dc}\) depends on frequency, the static \(t\) then reproduces exactly only the levels computed with the self-energies taken at the mean-field energies, not the solutions of the quasiparticle equation, and it is not a many-body solution. Subtracting the two prescriptions gives

\[
t^{GW}-t^{\rm HF}=\Sigma-v_{xc}-\Sigma_c^{\rm dc}.
\]

It is instructive to write \(G_0=G_0^A+G_0^R\), which is possible because \(A\) consists of eigenorbitals. Then, with products in time,

\[
\Sigma-\Sigma^{\rm dc}=iG_0^RW+iG_0^A(W-\widetilde W).
\]

If the active problem kept the full frequency dependence of \(W^R\), its own self-energy would be \(iG_0^AW\) and the second term would vanish. With a static interaction this term has to stay in \(t\).

## A two-orbital model with an environment

Sites 1 and 2 are active, and sites 3 and 4 form a parallel environment unit. Each pair holds two electrons, and no electron hops between the pairs:

\[
H=-\frac{\Delta}{2}\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+{\rm h.c.})
-\frac D2\sum_\sigma(c^\dagger_{3\sigma}c_{4\sigma}+{\rm h.c.})
+\frac12\sum_{pq}v_{pq}n_pn_q-\frac12\sum_pv_{pp}n_p .
\]

The last term removes the self-interaction. The elements are \(v_{11}=v_{22}=U\), \(v_{33}=v_{44}=U_E\), \(v_{13}=v_{24}\) and \(v_{14}=v_{23}\).

The active orbitals are \(g,u=(1,\pm1)/\sqrt2\), with \(g\) doubly occupied. The transition density \(\rho_{gu}=(\tfrac12,-\tfrac12)\) is odd, while \(\rho_{gg}=\rho_{uu}=(\tfrac12,\tfrac12)\) is even. The odd-channel interactions are

\[
K=(gu|v|gu)=\tfrac14(U-2v_{12}+U)=\tfrac12(U-v_{12}),
\]

\[
K_E=\tfrac12(U_E-v_{34}),\qquad M=\tfrac12(v_{13}-v_{14}).
\]

The even interaction is \(a=(gg|v|gg)=\tfrac12(U+v_{12})\). Both transitions of the model are odd, so \(a\) is not screened.

**Starting points.** By symmetry a local potential is equal on the two sites of a pair and does not change the splitting. Bare exchange contributes \(-a\) to \(g\) and \(-K\) to \(u\), hence \(a-K=v_{12}\) to the splitting. For a mean field with exchange share \(\alpha\),

\[
\Delta_s=\Delta+\alpha v_{12},\qquad D_s=D+\alpha v_{34}.
\]

The cases used are \(\alpha=0\), the local start, and \(\alpha=1\), the exchange start.

**Constrained interaction.** The environment has \(P_E=4D_s/(\omega^2-D_s^2)\) in its odd channel. Summing its repeated response gives

\[
K^R(\omega)=K+\frac{M^2P_E}{1-K_EP_E}
=K-\frac{4D_sM^2}{\Omega_E^2-\omega^2},\qquad
\Omega_E^2=D_s^2+4D_sK_E .
\]

Below, \(K^R\) without an argument is the static value and \(s=K-K^R=4D_sM^2/\Omega_E^2\). The sum and difference of the site elements are \(2a\) and \(2K^R\), so

\[
W^R_{11}=a+K^R=U-s,\qquad W^R_{12}=a-K^R=v_{12}+s .
\]

This environment weakens the on-site interaction and strengthens the intersite one: the dipole induced by an electron on site 1 attracts a second electron on site 1 and repels one on site 2.

## The two one-body splittings

The Hartree subtraction is \(2a\) for both orbitals and cancels in the splitting \(t_u-t_g\). The exchange of \(H_A\) contributes \(a-K^R=W^R_{12}\). Therefore

\[
\Delta_{\rm HF}=\Delta_s-W^R_{12}
=\Delta-(1-\alpha)v_{12}-s .
\]

In this model a local start contains no exchange splitting, yet \(W_{12}^R\) is subtracted from it. The complete absence follows from the symmetry of two non-overlapping sites. For overlapping orbitals of different extent a local \(v_{xc}\) does split the levels to some degree, so the size of the mismatch here, fixed by the chosen \(v_{12}\), should not be carried over to a real system. An exchange start removes that mismatch and leaves the deficit \(s\).

For G0W0 the poles of \(W\) are needed. Let \(\Gamma={\rm diag}(\Delta_s,D_s)\), and let \(V\) be the symmetric matrix with diagonal \(K,K_E\) and off-diagonal \(M\). The independent-particle response is \(4\Gamma^{1/2}(\omega^2-\Gamma^2)^{-1}\Gamma^{1/2}\). Subtracting \(V\) from its inverse gives the RPA response

\[
\chi=4\Gamma^{1/2}(\omega^2-S)^{-1}\Gamma^{1/2},\qquad
S=\Gamma^2+4\Gamma^{1/2}V\Gamma^{1/2}.
\]

Let \(S\) have normalized eigenvectors \(e_\nu\) and eigenvalues \(\Omega_\nu^2\). The active element of \(V+V\chi V\) is then

\[
K+\sum_\nu\frac{2\Omega_\nu w_\nu^2}{\omega^2-\Omega_\nu^2},\qquad
w_\nu^2=\frac{2}{\Omega_\nu}
\left[(K\sqrt{\Delta_s},\,M\sqrt{D_s})\cdot e_\nu\right]^2 .
\]

In the frequency convolution of \(G_0\) with \(W-v\), close the contour on the side away from the pole of \(G_0\). An empty intermediate orbital \(m\) gives \(w_\nu^2/(\omega-\varepsilon_m-\Omega_\nu)\), and an occupied one gives \(w_\nu^2/(\omega-\varepsilon_m+\Omega_\nu)\). The odd interaction connects \(g\) to \(u\), so

\[
\Sigma_{c,u}(\varepsilon_u)=-\Sigma_{c,g}(\varepsilon_g)
=\sum_\nu\frac{w_\nu^2}{\Delta_s+\Omega_\nu}.
\]

The correlation contribution to the splitting is twice this sum, called \(C\). The active Hamiltonian has one mode, obtained by replacing \(K\) by \(K^R\) and omitting the environment:

\[
\Omega_A^2=\Delta_s^2+4\Delta_sK^R,\qquad
w_A^2=\frac{2\Delta_s(K^R)^2}{\Omega_A},\qquad
C_A=\frac{2w_A^2}{\Delta_s+\Omega_A}.
\]

Collecting the terms of \(t^{GW}\) in their order, without the cancelling Hartree term,

\[
\Delta_{GW}=\Delta_s-\alpha v_{12}+(v_{12}+C)-(W_{12}^R+C_A)
=\Delta-s+C-C_A .
\]

## Two limits

**Uncoupled environment.** For \(M=0\), \(s=0\) and \(S\) is diagonal. The environment mode has no weight on the active pair, and the other mode is that of \(H_A\). Hence \(C=C_A\) and \(\Delta_{GW}=\Delta\) for either start. The HF-like result is \(\Delta-(1-\alpha)v_{12}\), which is correct here for the exchange start.

**Fast environment.** Let \(\Omega_E\) grow at fixed \(s\), \(K\) and \(\Delta_s\). From the definition of \(s\), \(M\sqrt{D_s}=\sqrt s\,\Omega_E/2\). The off-diagonal element of \(S\) is then \(2\sqrt{\Delta_ss}\,\Omega_E\), and the mixing angle is \(\theta\simeq2\sqrt{\Delta_ss}/\Omega_E\). For the lower mode,

\[
\Omega_-^2\simeq\Delta_s^2+4\Delta_sK-4\Delta_ss=\Omega_A^2,
\]

\[
K\sqrt{\Delta_s}-\theta M\sqrt{D_s}\simeq(K-s)\sqrt{\Delta_s}=K^R\sqrt{\Delta_s}.
\]

It therefore reproduces \(C_A\), with corrections of order \(\Omega_E^{-2}\). The upper mode has \(w_+^2\simeq s\Omega_E/2\), so

\[
C-C_A\simeq\frac{s\,\Omega_E}{\Delta_s+\Omega_E}
\simeq s\left(1-\frac{\Delta_s}{\Omega_E}\right),\qquad
\Delta_{GW}\simeq\Delta-s\frac{\Delta_s}{\Omega_E}.
\]

The deficit \(s\) of the HF-like result is restored by the correlation of the fast mode. What remains, for a local start, is a narrowing by the factor \(1-s/\Omega_E\).

This factor has a direct meaning. Replace the environment by an oscillator of frequency \(\Omega_E\), coupled as \(\lambda d(b+b^\dagger)\) with \(d=n_1-n_2\). Displacing the oscillator lowers the energy by \(\lambda^2d^2/\Omega_E\). The static interaction changes by \(-\tfrac12sd^2\), so \(\lambda^2=s\Omega_E/2\). A hop changes \(d\) by 2 and the equilibrium displacement by \(2\lambda/\Omega_E\) in magnitude. The overlap of the two oscillator ground states is

\[
\exp\left[-\tfrac12(2\lambda/\Omega_E)^2\right]=e^{-s/\Omega_E}.
\]

For \(\Delta\ll\Omega_E\) this multiplies the hopping, and its first-order term is the narrowing found above. With an exchange start G0W0 puts \(\Delta_s\) in place of \(\Delta\) and overestimates this limiting correction.

As a numerical case for the local start, take \(\Delta=0.08\), \(K=K_E=0.05\), \(D=40\) and \(s=0.0128\) hartree, with \(M\) adjusted to hold \(s\). The G0W0 subtraction narrows the splitting by \(3.18\times10^{-4}\) of \(\Delta\). Diagonalization for one electron and the oscillator, with 12 oscillator states, gives \(3.19\times10^{-4}\). This case tests the algebra only. It needs \(M=0.36\) hartree, whereas a positive definite interaction requires \(M^2<KK_E\); to satisfy that at fixed \(s\) and \(K\), \(K_E\) would have to grow with \(D\).

## Solving the active problem

For two active electrons the even interaction is constant, and the rest is \(\tfrac12K^Rd^2\). The covalent singlet and the triplet have \(d=0\); the two ionic singlets have \(d^2=4\) and energy \(2K^R\). Hopping couples the covalent and the even ionic singlet by \(-\Delta_{\rm eff}\), where \(\Delta_{\rm eff}\) is either splitting above. The two coupled energies are

\[
K^R\pm Q,\qquad Q=\sqrt{(K^R)^2+\Delta_{\rm eff}^2}.
\]

Relative to the lower one, the triplet at zero and the odd ionic singlet at \(2K^R\) lie at

\[
E_T=Q-K^R,\qquad E_{\rm odd}=Q+K^R .
\]

Both depend on \(\Delta_{\rm eff}^2\), so they do not reveal a reversed order of \(g\) and \(u\). An implementation should inspect \(t\) itself.

## Worked example

The chosen parameters, in hartree, are \(\Delta=0.08\), \(D=0.30\), \(U=U_E=0.30\), \(v_{12}=v_{34}=0.20\), \(v_{13}=0.22\) and \(v_{14}=0.14\). They give \(K=K_E=0.05\), \(M=0.04\) and \(a=0.25\).

For the local start \(\Omega_E^2=0.09+0.06=0.15\), so

\[
K^R=0.05-\frac{4(0.30)(0.04)^2}{0.15}=0.0372,\qquad
W_{12}^R=0.25-0.0372=0.2128 .
\]

The HF-like splitting is \(0.0800-0.2128=-0.1328\), with the orbital order reversed. The full RPA modes at 0.1332 and 0.3933 give \(C=0.0262\), and the active mode at 0.1353 gives \(C_A=0.0152\). Hence

\[
\Delta_{GW}=0.0800-0.0128+0.0262-0.0152=0.0782 .
\]

The matching condition can be read off. With the self-energies taken at the mean-field energies, the full G0W0 splitting is \(0.0800+0.2000+0.0262=0.3062\), and the active Hamiltonian gives \(0.0782+0.2128+0.0152=0.3062\).

For the exchange start \(\Delta_s=0.28\), \(D_s=0.50\) and \(\Omega_E^2=0.35\), hence \(K^R=0.0409\) and \(s=0.0091\). The HF-like splitting is \(0.0800-0.0091=0.0709\). With \(C=0.0150\) and \(C_A=0.0084\), the G0W0 subtraction gives 0.0775.

The reference is full diagonalization of the four-site Hamiltonian in its 16 states with one electron of each spin in each pair. It is exact for this model alone. Excitation energies in eV are:

| Treatment | \(E_T\) | \(E_{\rm odd}\) |
|---|---:|---:|
| HF-like, local | 2.74 | 4.77 |
| G0W0, local | 1.34 | 3.37 |
| HF-like, exchange | 1.11 | 3.34 |
| G0W0, exchange | 1.27 | 3.50 |
| Full diagonalization | 1.36 | 3.23 |

Relative to the reference, the HF-like triplet energy is 101% too high for the local start and 18% too low for the exchange start. With the G0W0 subtraction it is too low by 1% and 7%.

For the local start the odd singlet follows the same order, 48% too high with the HF-like and 4% too high with the G0W0 subtraction, but for the exchange start it does not. For the exchange start the HF-like value is 3% too high and the G0W0 value 8%. At fixed \(K^R\), a larger \(|\Delta_{\rm eff}|\) raises both excitation energies. For the exchange start the G0W0 subtraction thus moves the triplet towards the reference and the odd singlet away from it. The smaller HF-like error in the odd singlet comes from a low splitting offsetting other errors of the active model.

Two of these other errors can be examined for the local start. The first is the neglect of retardation. Couple the two active electrons, with bare \(K\) and \(\Delta\), to the oscillator with \(\Omega_E=0.3873\) and \(\lambda^2=s\Omega_E/2\). The bare \(\Delta\) is appropriate because \(G_0^R\) vanishes on the active sites, so no self-energy is left over when the interaction is retarded. Diagonalization with 24 oscillator states gives \(E_T=0.0492\) and \(E_{\rm odd}=0.1223\) hartree. The static G0W0 values are 0.0494 and 0.1238, and the reference values are 0.0500 and 0.1186. With this RPA oscillator, retardation accounts for about 0.0015 of the 0.0053 hartree error in the odd singlet. The share depends on the environment response assumed, so it does not simply add to the second error.

The second is the RPA response of the environment. Write \(K^R=K-M^2X\), where \(X=4D_s/\Omega_E^2=8.00\) hartree\(^{-1}\) in RPA. For the isolated environment pair, with \(d_E=n_3-n_4\) and exact two-electron states \(|n\rangle\),

\[
X=2\sum_{n\ne0}\frac{|\langle0|d_E|n\rangle|^2}{E_n-E_0}=9.44\ {\rm hartree}^{-1}.
\]

RPA is 15% below this value. The larger response would give \(K^R=0.05-0.0016(9.44)=0.0349\). Keeping \(\Delta_{\rm eff}=0.0782\), one finds \(E_T=0.051\) and \(E_{\rm odd}=0.121\) hartree. The odd singlet improves, while the triplet passes slightly above the reference. The 1% triplet error of the local start therefore contains some cancellation and is not a general accuracy estimate.

## Conditions for use

The same \(W^R(0)\) must enter \(H_A\) and its subtraction, and \(\Sigma\), \(\Sigma^{\rm dc}\) and \(V^{\rm dc}\) must be built from the same \(G_0\). A retarded \(W^R\) requires the corresponding retarded subtraction. Localized functions obtained by rotating the active eigenorbitals among themselves span the same \(A\) and leave the split unchanged. If the chosen functions span a space that no set of mean-field eigenorbitals spans, \(G_0\) has elements between \(A\) and \(R\), and the split used here needs a new definition.

With positive gaps and a positive definite interaction, the matrix \(S\) is always positive definite. Real RPA frequencies therefore do not show that the mean field is stable: exchange, which can drive an instability, is absent from this response. The exchange start of the worked example is such a case. Give the active electron of one spin the amplitudes \((\cos\theta,\sin\theta)\) on sites 1 and 2, and that of the other spin \((\sin\theta,\cos\theta)\). With \(x=\sin2\theta\), the mean-field energy is \(-\Delta x+Kx^2\) plus a constant. The closed-shell solution \(x=1\) is a minimum only for \(\Delta\ge2K\). Here \(0.08<0.10\), and the spin-broken solution at \(x=0.8\) lies 0.002 hartree lower, although both RPA frequencies are real. The exchange-start results above therefore rest on an unstable closed-shell mean field. Partly filled degenerate levels lie outside the closed-shell formulas. A static interaction also needs \(\Omega_E\) to be well above the active excitations. In the local example \(E_{\rm odd}/\Omega_E\) is about 0.3, and the effect of retardation is already visible.
